# Hyperfine branching and the strongest component of the rubidium-87 D2 line: a numerical check

```python
"""
Hyperfine branching of the D2 line (J'=3/2 -> J=1/2) for nuclear spin I=3/2.
Result under test: b(F'->2) = F'(F'+1)/12 and b(F'->1) = 1 - b(F'->2);
F'=3 decays only to F=2, and |3,+-3> -> |2,+-2> are the strongest
components between single Zeeman states, each with the full decay rate Gamma.

Symbols: F', m' upper hyperfine state; F, m lower one; q = m' - m.
The states come from diagonalization in the product space
orbital (L=1 or 0) x electron spin (1/2) x nuclear spin (3/2).
Rates are in units of Gamma, the total decay rate of an upper sublevel.
"""
from math import comb
import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_6j, clebsch_gordan


def spin_matrices(j):
    """x, y, z matrices of angular momentum j, basis m = j, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2, (raising - lowering) / 2j, np.diag(m)]


def dot(a, b):
    return sum(x @ y for x, y in zip(a, b))


def labelled_states(f_vec, subspace):
    """Common eigenvectors of F^2 and F_z inside a subspace, with labels."""
    f_sq = dot(f_vec, f_vec)
    mixed = subspace.conj().T @ (f_sq + 0.1 * f_vec[2]) @ subspace
    vectors = subspace @ np.linalg.eigh(mixed)[1]
    labels = []
    for v in vectors.T:
        x = np.vdot(v, f_sq @ v).real
        m = np.vdot(v, f_vec[2] @ v).real
        f = (np.sqrt(1 + 4 * x) - 1) / 2
        assert abs(f - round(f)) < 1e-9 and abs(m - round(m)) < 1e-9
        labels.append((int(round(f)), int(round(m))))
    return vectors, labels


# Angular momentum operators in the upper (24) and lower (8) product spaces
one2, one3, one4 = np.eye(2), np.eye(3), np.eye(4)
L_up = [np.kron(a, np.eye(8)) for a in spin_matrices(1)]
S_low = [np.kron(a, one4) for a in spin_matrices(0.5)]
I_low = [np.kron(one2, a) for a in spin_matrices(1.5)]
S_up = [np.kron(one3, a) for a in S_low]
I_up = [np.kron(one3, a) for a in I_low]
J_up = [a + b for a, b in zip(L_up, S_up)]
F_up = [a + b for a, b in zip(J_up, I_up)]
F_low = [a + b for a, b in zip(S_low, I_low)]

# The J'=3/2 subspace is where L.S = 1/2
ls_values, ls_vectors = np.linalg.eigh(dot(L_up, S_up))
p32 = ls_vectors[:, np.abs(ls_values - 0.5) < 1e-9]
assert p32.shape[1] == 16
upper, up_lab = labelled_states(F_up, p32)
lower, low_lab = labelled_states(F_low, np.eye(8))
assert len(set(up_lab)) == 16 and len(set(low_lab)) == 8

# Inside J'=3/2 the electron spin acts as J'/3
for s, j in zip(S_up, J_up):
    assert np.allclose(p32.conj().T @ (s - j / 3) @ p32, 0, atol=1e-12)

# Orbital dipole elements by quadrature over the sphere
nodes, weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(8) / 8
ct, ph = np.meshgrid(nodes, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
w_sphere = weights[:, None] * (2 * np.pi / 8) * np.ones_like(ph)
y00 = 1 / np.sqrt(4 * np.pi)
y1 = [-np.sqrt(3 / (8 * np.pi)) * st * np.exp(1j * ph),
      np.sqrt(3 / (4 * np.pi)) * ct,
      np.sqrt(3 / (8 * np.pi)) * st * np.exp(-1j * ph)]
x, y, z = st * np.cos(ph), st * np.sin(ph), ct
n_sph = [-(x + 1j * y) / np.sqrt(2), z, (x - 1j * y) / np.sqrt(2)]
orbital = np.array([[np.sum(w_sphere * y00 * np.conj(n) * p) for p in y1]
                    for n in n_sph])

# Decay rates: axes are upper state, lower state, q = +1, 0, -1
rate_q = np.stack([np.abs(lower.conj().T @ np.kron(orbital[k:k + 1], np.eye(8))
                          @ upper).T**2 for k in range(3)], axis=2)
totals = rate_q.sum(axis=(1, 2))
assert np.allclose(totals, totals[0], atol=1e-12)
rate_q = rate_q / totals[0]
rate = rate_q.sum(axis=2)

up_F = np.array([f for f, m in up_lab])
low_F = np.array([f for f, m in low_lab])

# Mean I.S after decay equals one third of I.J' before it
is_low = np.array([np.vdot(v, dot(I_low, S_low) @ v).real for v in lower.T])
ij_up = np.array([np.vdot(v, dot(I_up, J_up) @ v).real for v in upper.T])
assert np.allclose(rate @ is_low, ij_up / 3, atol=1e-12)

# Branching ratios: every sublevel against the formula and the 6j symbol
half, three_half = Rational(1, 2), Rational(3, 2)
branch, share = {}, {}
for fu in range(4):
    for fl in (1, 2):
        block = rate[np.ix_(up_F == fu, low_F == fl)]
        per_state = block.sum(axis=1)
        to_two = fu * (fu + 1) / 12
        derived = to_two if fl == 2 else 1 - to_two
        six_j = wigner_6j(half, three_half, 1, fu, fl, three_half)
        assert np.allclose(per_state, derived, atol=1e-12)
        assert abs(float((2 * fl + 1) * 4 * six_j**2) - derived) < 1e-12
        branch[fu, fl] = per_state.mean()
        share[fu, fl] = block.sum() / rate.sum()
        assert abs(share[fu, fl] - (2 * fu + 1) * derived / 16) < 1e-12
assert max(share, key=share.get) == (3, 2)

# Every Zeeman component against the Clebsch-Gordan coefficients
for a, (fu, mu) in enumerate(up_lab):
    for g, (fl, ml) in enumerate(low_lab):
        cg = 0.0
        if abs(mu - ml) <= 1 and abs(fu - fl) <= 1:
            cg = float(clebsch_gordan(fl, 1, fu, ml, mu - ml, mu))
        assert abs(rate[a, g] - branch[fu, fl] * cg**2) < 1e-12

# F'=3: polarisation shares from counting up-spins in a removed pair
pol = rate_q.sum(axis=1)
for mu in range(-3, 4):
    counted = [comb(3 + mu, 2) / 15, (3 + mu) * (3 - mu) / 15,
               comb(3 - mu, 2) / 15]
    assert np.allclose(pol[up_lab.index((3, mu))], counted, atol=1e-12)

# An upper state with m_J'=+-1/2 emits q=0 with probability 2/3
jz_sq = J_up[2] @ J_up[2]
p_half = np.array([(2.25 - np.vdot(v, jz_sq @ v).real) / 2 for v in upper.T])
assert np.allclose(pol[:, 1], 2 * p_half / 3, atol=1e-12)

# Only the two stretched components carry the full rate
full = {(up_lab[a], low_lab[g]) for a, g in np.argwhere(rate > 1 - 1e-9)}
assert full == {((3, 3), (2, 2)), ((3, -3), (2, -2))}
single_pol = {up_lab[a] for a in np.where(pol.max(axis=1) > 1 - 1e-9)[0]}
assert single_pol == {(3, 3), (3, -3)}
second = rate[rate < 1 - 1e-9].max()
runners = [(up_lab[a], low_lab[g])
           for a, g in np.argwhere(np.abs(rate - second) < 1e-9)]

# Photon budget: repeated excitation F=2 -> F' by isotropic unpolarised light
photons = {}
for fu in (1, 2):
    block = rate[np.ix_(up_F == fu, low_F == 2)]
    excite = block.T / block.T.sum(axis=1, keepdims=True)
    stay = excite @ block
    mean_number = np.linalg.solve(np.eye(5) - stay, np.ones(5))
    assert np.allclose(mean_number, 1 / (1 - branch[fu, 2]), atol=1e-10)
    photons[fu] = mean_number.mean()

# Size of the neglected frequency-cubed factor, from rough input sizes
split_ghz, optical_thz = 6.8, 380.0
delta = split_ghz * 1e9 / (optical_thz * 1e12)
up_weight = branch[2, 1] * (1 + delta)**3
shift = up_weight / (up_weight + branch[2, 2]) - branch[2, 1]
assert abs(shift / (0.75 * delta) - 1) < 1e-3

print("Rates in units of Gamma; probabilities are dimensionless")
print(f"Upper sublevels: {len(up_lab)}, lower sublevels: {len(low_lab)}")
print("I.S in lower level (hbar^2): F=1 %.4f, F=2 %.4f"
      % (is_low[low_F == 1].mean(), is_low[low_F == 2].mean()))
for fu in (3, 2, 1, 0):
    print(f"F'={fu}: I.J' = {ij_up[up_F == fu].mean():.4f} hbar^2, "
          f"b(->2) = {branch[fu, 2]:.6f}, b(->1) = {branch[fu, 1]:.6f}")
print("Share of each line in the summed strength:")
for fu in (3, 2, 1, 0):
    print(f"  F'={fu}: with F=2 {share[fu, 2]:.6f}, "
          f"with F=1 {share[fu, 1]:.6f}")
print("Decay of F'=3, m' to F=2 (rates for q=+1, 0, -1):")
for mu in range(3, -4, -1):
    r = np.abs(pol[up_lab.index((3, mu))])
    print(f"  m'={mu:+d}: {r[0]:.6f}, {r[1]:.6f}, {r[2]:.6f}")
stretched = rate[up_lab.index((3, 3)), low_lab.index((2, 2))]
print(f"Stretched component |3,3> -> |2,2>: {stretched:.6f} Gamma")
print(f"Next strongest component: {second:.6f} Gamma")
for u, g in runners:
    print(f"  found in |F'={u[0]},m'={u[1]:+d}> -> |F={g[0]},m={g[1]:+d}>")
print(f"Ratio stretched / next strongest: {stretched / second:.4f}")
for fu in (2, 1):
    print(f"Mean photons until F=1, driving F=2 -> F'={fu}: "
          f"{photons[fu]:.4f}")
print(f"Rough ground splitting (input): {split_ghz:.1f} GHz")
print(f"Rough optical frequency (input): {optical_thz:.0f} THz")
print(f"Shift of b(2->1) from frequency cubed: {shift:.1e}")
print("done: every assertion held")
```

It prints:

```
Rates in units of Gamma; probabilities are dimensionless
Upper sublevels: 16, lower sublevels: 8
I.S in lower level (hbar^2): F=1 -1.2500, F=2 0.7500
F'=3: I.J' = 2.2500 hbar^2, b(->2) = 1.000000, b(->1) = 0.000000
F'=2: I.J' = -0.7500 hbar^2, b(->2) = 0.500000, b(->1) = 0.500000
F'=1: I.J' = -2.7500 hbar^2, b(->2) = 0.166667, b(->1) = 0.833333
F'=0: I.J' = -3.7500 hbar^2, b(->2) = 0.000000, b(->1) = 1.000000
Share of each line in the summed strength:
  F'=3: with F=2 0.437500, with F=1 0.000000
  F'=2: with F=2 0.156250, with F=1 0.156250
  F'=1: with F=2 0.031250, with F=1 0.156250
  F'=0: with F=2 0.000000, with F=1 0.062500
Decay of F'=3, m' to F=2 (rates for q=+1, 0, -1):
  m'=+3: 1.000000, 0.000000, 0.000000
  m'=+2: 0.666667, 0.333333, 0.000000
  m'=+1: 0.400000, 0.533333, 0.066667
  m'=+0: 0.200000, 0.600000, 0.200000
  m'=-1: 0.066667, 0.533333, 0.400000
  m'=-2: 0.000000, 0.333333, 0.666667
  m'=-3: 0.000000, 0.000000, 1.000000
Stretched component |3,3> -> |2,2>: 1.000000 Gamma
Next strongest component: 0.666667 Gamma
  found in |F'=3,m'=-2> -> |F=2,m=-1>
  found in |F'=3,m'=+2> -> |F=2,m=+1>
Ratio stretched / next strongest: 1.5000
Mean photons until F=1, driving F=2 -> F'=2: 2.0000
Mean photons until F=1, driving F=2 -> F'=1: 1.2000
Rough ground splitting (input): 6.8 GHz
Rough optical frequency (input): 380 THz
Shift of b(2->1) from frequency cubed: 1.3e-05
done: every assertion held
```
